# Localization in the strongly disordered Anderson chain: forward scattering and beyond: verification in Python

```python
"""Strongly disordered Anderson chain at the band centre E = 0.

Result under test: the inverse localization length (amplitude decay per site) is
    gamma = ln(W/2t) - 1 + pi^2 t^2/W^2 + O(t^4/W^4),
where ln(W/2t) - 1 is the forward-scattering locator result.
t: hopping (energy unit), W: full width of the uniform site-energy distribution,
G: Green function (E-H)^(-1), lengths in lattice spacings.
"""
import numpy as np
from scipy.integrate import quad

rng = np.random.default_rng(2718)


def chain_matrix(energies, hop):
    n = len(energies)
    return np.diag(energies) + hop * (np.eye(n, k=1) + np.eye(n, k=-1))


def locator_gamma(width):
    return np.log(width / 2) - 1


def g_shift(u):
    """Shift of the mean logarithm caused by a displacement u = 2x/W, u >= 0."""
    if u < 1:
        return 0.5 * ((1 + u) * np.log1p(u) + (1 - u) * np.log1p(-u))
    if u == 1:
        return np.log(2.0)
    return 0.5 * ((1 + u) * np.log(1 + u) - (u - 1) * np.log(u - 1))


def transfer_data(width, n_sites=2000, n_chains=20000):
    """Log growth of the transfer recursion and of the forward product, t = 1."""
    previous = np.zeros(n_chains)
    current = np.ones(n_chains)
    product = np.ones(n_chains)
    log_exact = np.zeros(n_chains)
    log_forward = np.zeros(n_chains)
    for site in range(1, n_sites + 1):
        energy = rng.uniform(-width / 2, width / 2, n_chains)
        previous, current = current, -energy * current - previous
        product *= energy
        if site % 10 == 0:
            scale = np.abs(current) + np.abs(previous)
            current /= scale
            previous /= scale
            log_exact += np.log(scale)
            log_forward += np.log(np.abs(product))
            product[:] = 1.0
    log_exact += np.log(np.abs(current))
    exact = log_exact / n_sites
    forward = log_forward / n_sites
    difference = exact - forward
    root = np.sqrt(n_chains)
    return dict(gamma=exact.mean(), error=exact.std() / root,
                forward=forward.mean(), forward_error=forward.std() / root,
                diff=difference.mean(), diff_error=difference.std() / root,
                site_variance=forward.var() * n_sites)


# Short chain: exact inverse, recursive denominators, forward path
site_energies = np.array([6., -3., 8., -7., 2., -9., 5., -4.])
n_short = len(site_energies)
green_exact = np.linalg.inv(-chain_matrix(site_energies, 1.0))[0, -1]
denominator = -site_energies[0]
denominator_product = denominator
for energy in site_energies[1:]:
    denominator = -energy - 1.0 / denominator
    denominator_product *= denominator
assert abs(green_exact * denominator_product - 1) < 1e-10
green_forward = 1.0 / np.prod(-site_energies)
pair_sum = np.sum(1 / (site_energies[:-1] * site_energies[1:]))
small_hop = 0.05
green_small = np.linalg.inv(-chain_matrix(site_energies, small_hop))[0, -1]
ratio_small = green_small / (small_hop ** (n_short - 1) * green_forward)
assert abs(ratio_small - 1 - small_hop ** 2 * pair_sum) < 2e-6

print("Energies in units of t, lengths in lattice spacings, E = 0")
print("Short chain site energies [t]:", site_energies)
print(f"Short chain exact G_1N [1/t]: {green_exact:.5e}")
print(f"Short chain forward G_1N [1/t]: {green_forward:.5e}")
print(f"Short chain ratio exact/forward: {green_exact / green_forward:.4f}")
print(f"Short chain sum of 1/(e_n e_n+1) [1/t^2]: {pair_sum:.4f}")
print(f"Short chain first-order ratio estimate: {1 + pair_sum:.4f}")

# Mean logarithm with a displaced site energy, displacement inside and outside
main_width = 20.0
half = main_width / 2
for shift in (0.0, 3.0, 14.0):
    if shift < half:
        left = quad(lambda y: np.log(y), 0, half - shift)[0]
        right = quad(lambda y: np.log(y), 0, half + shift)[0]
        mean_log = (left + right) / main_width
    else:
        mean_log = quad(lambda e: np.log(e + shift), -half, half)[0] / main_width
    assert abs(mean_log - locator_gamma(main_width) - g_shift(shift / half)) < 1e-8

# Integral that fixes the coefficient of the t^2/W^2 correction
inner = quad(lambda u: g_shift(u) / u ** 2, 0, 1, limit=200)[0]
outer = quad(lambda u: g_shift(u) / u ** 2, 1, np.inf, limit=200)[0]
full_integral = 2 * (inner + outer)
assert abs(full_integral - np.pi ** 2 / 2) < 1e-6
print(f"Integral of g(u)/u^2 over the line: {full_integral:.6f}")
print(f"pi^2/2: {np.pi ** 2 / 2:.6f}")
print(f"Locator result vanishes at W/t = 2e = {2 * np.e:.4f}")

# Transfer-matrix data against the locator result and its correction
print("Transfer matrix: 20000 chains of 2000 sites for each W")
print("gamma per site; diff = exact minus forward, same disorder")
results = {}
for width in (6.0, 8.0, 12.0, 20.0, 40.0, 100.0):
    data = transfer_data(width)
    results[width] = data
    base = locator_gamma(width)
    correction = np.pi ** 2 / width ** 2
    assert abs(data["forward"] - base) < 5 * data["forward_error"]
    assert abs(data["site_variance"] - 1) < 0.05
    if width >= 12:
        # Allowance: sampling error plus the neglected fourth-order term
        neglected = 10 * np.pi ** 2 / width ** 4
        assert abs(data["diff"] - correction) < 5 * data["diff_error"] + neglected
        assert abs(data["gamma"] - base - correction) < 5 * data["error"] + neglected
    print(f"W/t={width:.0f}: locator {base:.5f}, transfer {data['gamma']:.5f}"
          f" +- {data['error']:.5f}")
    print(f"   diff {data['diff']:.5f} +- {data['diff_error']:.5f},"
          f" pi^2 t^2/W^2 {correction:.5f},"
          f" locator error {100 * (base / data['gamma'] - 1):.2f} %")

# Resonant neighbouring pairs at the main disorder strength
delta = 4 / main_width ** 2
resonant_formula = delta * (1 - np.log(delta))
pairs = rng.uniform(-half, half, (2, 1000000))
resonant_sampled = np.mean(np.abs(pairs[0] * pairs[1]) < 1)
assert abs(resonant_sampled - resonant_formula) < 0.0015

# Decay of eigenstates near the band centre, from direct diagonalization
n_sites, n_samples, near, far = 41, 3000, 4, 10
matrices = np.zeros((n_samples, n_sites, n_sites))
index = np.arange(n_sites)
matrices[:, index, index] = rng.uniform(-half, half, (n_samples, n_sites))
matrices[:, index[:-1], index[1:]] = 1.0
matrices[:, index[1:], index[:-1]] = 1.0
levels, vectors = np.linalg.eigh(matrices)
sample, level = np.where(np.abs(levels) < 1)
states = np.abs(vectors[sample, :, level])
peaks = states.argmax(axis=1)
keep = (peaks >= far) & (peaks < n_sites - far)
states, peaks = states[keep], peaks[keep]
row = np.arange(len(peaks))
slopes = [np.log(states[row, peaks + side * near] / states[row, peaks + side * far])
          / (far - near) for side in (-1, 1)]
eigen_decay = np.mean(slopes)
main = results[main_width]
assert abs(eigen_decay - main["gamma"]) < 0.05

print("Main case W/t = 20:")
print(f"Variance of ln|e| per site (sampled): {main['site_variance']:.3f}")
print(f"Resonant pair fraction, formula: {resonant_formula:.4f}")
print(f"Resonant pair fraction, sampled: {resonant_sampled:.4f}")
corrected = locator_gamma(main_width) + np.pi ** 2 / main_width ** 2
print(f"gamma with correction [per site]: {corrected:.5f}")
print(f"Localization length, locator [sites]: {1 / locator_gamma(main_width):.4f}")
print(f"Localization length, corrected [sites]: {1 / corrected:.4f}")
print(f"Localization length, transfer [sites]: {1 / main['gamma']:.4f}")
print(f"Eigenstates with |E| < t used: {len(peaks)}")
print(f"Eigenstate decay, distance 4 to 10 [per site]: {eigen_decay:.3f}")
print("success")
```

Output:

```
Energies in units of t, lengths in lattice spacings, E = 0
Short chain site energies [t]: [ 6. -3.  8. -7.  2. -9.  5. -4.]
Short chain exact G_1N [1/t]: 2.04763e-06
Short chain forward G_1N [1/t]: 2.75573e-06
Short chain ratio exact/forward: 0.7430
Short chain sum of 1/(e_n e_n+1) [1/t^2]: -0.3143
Short chain first-order ratio estimate: 0.6857
Integral of g(u)/u^2 over the line: 4.934802
pi^2/2: 4.934802
Locator result vanishes at W/t = 2e = 5.4366
Transfer matrix: 20000 chains of 2000 sites for each W
gamma per site; diff = exact minus forward, same disorder
W/t=6: locator 0.09861, transfer 0.33908 +- 0.00009
   diff 0.24048 +- 0.00014, pi^2 t^2/W^2 0.27416, locator error -70.92 %
W/t=8: locator 0.38629, transfer 0.52969 +- 0.00011
   diff 0.14317 +- 0.00012, pi^2 t^2/W^2 0.15421, locator error -27.07 %
W/t=12: locator 0.79176, transfer 0.85811 +- 0.00013
   diff 0.06616 +- 0.00009, pi^2 t^2/W^2 0.06854, locator error -7.73 %
W/t=20: locator 1.30259, transfer 1.32692 +- 0.00014
   diff 0.02424 +- 0.00007, pi^2 t^2/W^2 0.02467, locator error -1.83 %
W/t=40: locator 1.99573, transfer 2.00216 +- 0.00015
   diff 0.00621 +- 0.00004, pi^2 t^2/W^2 0.00617, locator error -0.32 %
W/t=100: locator 2.91202, transfer 2.91310 +- 0.00016
   diff 0.00098 +- 0.00002, pi^2 t^2/W^2 0.00099, locator error -0.04 %
Main case W/t = 20:
Variance of ln|e| per site (sampled): 0.986
Resonant pair fraction, formula: 0.0561
Resonant pair fraction, sampled: 0.0563
gamma with correction [per site]: 1.32726
Localization length, locator [sites]: 0.7677
Localization length, corrected [sites]: 0.7534
Localization length, transfer [sites]: 0.7536
Eigenstates with |E| < t used: 6112
Eigenstate decay, distance 4 to 10 [per site]: 1.333
success
```
